**Full CI is size consistent; CISD lacks products of local excitations**

For two noninteracting fragments A and B, the product of their full CI ground states is a full CI eigenstate with energy $E_A+E_B$, and it is the ground state if no other division of the electrons lies lower. CISD of the pair lacks the quadruples $D_AD_B$ and the triples $S_AD_B$ and $D_AS_B$, where $S$ and $D$ are local single and double excitations. The program builds Hubbard fragments with hopping $t$ and on-site repulsion $U$, and diagonalizes them in explicit determinants. It asserts that the energies add, that the pair state equals the product state, and that the CISD error follows the closed formula in $\Delta=2t$ and $K=U/2$. For $t=1$ eV and $U=2$ eV the error is 0.022646 eV (2.185 kJ/mol), and adding $D_AD_B$ removes it. With unequal sites, the program asserts that the local triples are needed as well. Further assertions cover four-site fragments, for which CISD of one fragment is itself approximate, and a case in which charge transfer gives the lower energy. With Coulomb coupling between neutral fragments, the output shows the interaction energy falling by a factor of 64.24 when the distance doubles from 20 to 40 Å.

## Check in Python

```python
# RESULT UNDER TEST
# Full CI of two noninteracting fragments A and B has the product of the fragment
# states as eigenstate, so E(AB) = E(A) + E(B) if no charge transfer lowers it.
# CISD of AB lacks products of local excitations with total rank above two:
# D_A D_B (quadruple), S_A D_B and D_A S_B (triples). Its energy is too high.
# SYMBOLS
# t, U: hopping and on-site repulsion of a Hubbard fragment (eV)
# Delta: half the energy of the local double excitation; K: its coupling (eV)
# S, D: local single and double excitation; c: amplitude of D relative to reference
# Orbitals g (occupied) and u (empty); modes ordered g-up, g-down, u-up, u-down.
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.optimize import brentq


def occupations(n_modes):
    return np.array(list(product((0, 1), repeat=n_modes)))


def fock_hamiltonian(h, U, C):
    """Hubbard Hamiltonian in all determinants of the orbitals in columns of C."""
    n = len(h)
    lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    modes = []
    for k in range(2 * n):
        op = np.eye(1)
        for j in range(2 * n):
            op = np.kron(op, sign if j < k else lower if j == k else np.eye(2))
        modes.append(op)
    site = [[sum(C[i, p] * modes[2 * p + s] for p in range(n))
             for i in range(n)] for s in (0, 1)]
    H = np.zeros_like(modes[0])
    for s in (0, 1):
        for i in range(n):
            for j in range(n):
                if h[i, j] != 0:
                    H += h[i, j] * site[s][i].T @ site[s][j]
    number = [[a.T @ a for a in site[s]] for s in (0, 1)]
    for i in range(n):
        H += U * number[0][i] @ number[1][i]
    return H, [number[0][i] + number[1][i] for i in range(n)]


def lowest(H, mask):
    """Lowest eigenvalue in the selected determinants, vector in the full space."""
    idx = np.flatnonzero(mask)
    values, vectors = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros(len(H))
    full[idx] = vectors[:, 0]
    return values[0], full


def fragment(t, U, v):
    """Two sites at +v/2 and -v/2, with restricted Hartree-Fock orbitals."""
    def slope(x):
        return (-2 * v * np.sin(2 * x) - 4 * t * np.cos(2 * x)
                - 2 * U * np.sin(2 * x) * np.cos(2 * x))
    x = brentq(slope, np.pi / 4 - 0.1, np.pi / 2, xtol=1e-14)
    C = np.array([[np.cos(x), np.sin(x)], [np.sin(x), -np.cos(x)]])
    return np.array([[v / 2, -t], [-t, -v / 2]]), C


occ1, occ2 = occupations(4), occupations(8)
two = occ1.sum(1) == 2
four = occ2.sum(1) == 4
rank_a, rank_b = occ2[:, 2:4].sum(1), occ2[:, 6:8].sum(1)
rank = rank_a + rank_b
neutral = four & (occ2[:, :4].sum(1) == 2)
cisd = four & (rank <= 2)
DD = neutral & (rank_a == 2) & (rank_b == 2)
SD = neutral & (rank == 3)
ref, d_a, d_b, dd = (int(b, 2) for b in
                     ("11001100", "00111100", "11000011", "00110011"))

# Symmetric fragments: main example
t, U = 1.0, 2.0
Delta, K = 2 * t, U / 2
h, C = fragment(t, U, 0.0)
H1, _ = fock_hamiltonian(h, U, C)
H2, n_site = fock_hamiltonian(block_diag(h, h), U, block_diag(C, C))
assert np.allclose(H2, np.kron(H1, np.eye(16)) + np.kron(np.eye(16), H1), atol=1e-12)
E1, psi1 = lowest(H1, two)
E_fci, psi2 = lowest(H2, four)
E_ci, psi_ci = lowest(H2, cisd)
E_ref1, E_ref2 = H1[12, 12], H2[ref, ref]
overlap = abs(np.kron(psi1, psi1) @ psi2)
assert abs(E_fci - 2 * E1) < 1e-11 and abs(overlap - 1) < 1e-11
eps = Delta - np.hypot(Delta, K)
c = eps / K
assert abs(E1 - E_ref1 - eps) < 1e-11
assert abs(H1[3, 3] - H1[12, 12] - 2 * Delta) < 1e-11
assert abs(psi1[3] / psi1[12] - c) < 1e-11
assert abs(psi2[dd] / psi2[ref] - c**2) < 1e-11
corr_ci = Delta - np.sqrt(Delta**2 + 2 * K**2)
assert abs(E_ci - E_ref2 - corr_ci) < 1e-11
c_ci = psi_ci[d_a] / psi_ci[ref]
assert abs(c_ci - corr_ci / (2 * K)) < 1e-11 and abs(c_ci) < abs(c)
assert abs(H2[dd, ref]) < 1e-12
assert abs(H2[dd, d_a] - K) < 1e-12 and abs(H2[dd, d_b] - K) < 1e-12
E_restored, _ = lowest(H2, cisd | DD)
assert abs(E_restored - E_fci) < 1e-11
error = E_ci - 2 * E1
error_formula = 2 * np.hypot(Delta, K) - Delta - np.sqrt(Delta**2 + 2 * K**2)
assert error > 0 and abs(error - error_formula) < 1e-11
amp_c = psi2[d_a] / psi2[ref]
lhs, term_dd = (E_fci - E_ref2) * amp_c, K * psi2[dd] / psi2[ref]
assert abs(lhs - (K + 2 * Delta * amp_c + term_dd)) < 1e-11
assert abs(term_dd - lhs / 2) < 1e-11

# Weak coupling: error tends to K^4/(4 Delta^3), relative correction of order K^2/Delta^2
U_weak = 0.2
Hw1, _ = fock_hamiltonian(h, U_weak, C)
Hw2, _ = fock_hamiltonian(block_diag(h, h), U_weak, block_diag(C, C))
error_weak = lowest(Hw2, cisd)[0] - 2 * lowest(Hw1, two)[0]
law_weak = (U_weak / 2)**4 / (4 * Delta**3)
assert abs(error_weak / law_weak - 1) < 0.01

# Unequal sites: local singles enter, so triples are missing too
v = 2.0
hv, Cv = fragment(t, U, v)
Hv1, _ = fock_hamiltonian(hv, U, Cv)
Hv2, _ = fock_hamiltonian(block_diag(hv, hv), U, block_diag(Cv, Cv))
assert abs(Hv2[int("01101100", 2), ref]) < 1e-10
Ev1, phi1 = lowest(Hv1, two)
Ev_fci, phi2 = lowest(Hv2, four)
assert abs(Ev_fci - 2 * Ev1) < 1e-11
assert abs(abs(np.kron(phi1, phi1) @ phi2) - 1) < 1e-11
Ev_ci = lowest(Hv2, cisd)[0]
Ev_dd = lowest(Hv2, cisd | DD)[0]
Ev_all = lowest(Hv2, cisd | DD | SD)[0]
assert Ev_ci > Ev_dd + 1e-7 and Ev_dd > Ev_fci + 1e-7
assert abs(Ev_all - Ev_fci) < 1e-11
weight_SD, weight_DD = (phi2[SD]**2).sum(), (phi2[DD]**2).sum()
# Two different fragments
Hm, _ = fock_hamiltonian(block_diag(h, hv), U, block_diag(C, Cv))
assert abs(lowest(Hm, four)[0] - E1 - Ev1) < 1e-11

# Four-site fragments with four electrons: fragment CISD is not exact
h4 = -t * (np.eye(4, k=1) + np.eye(4, k=-1))
H4, _ = fock_hamiltonian(h4, U, np.linalg.eigh(h4)[1])
keep = np.flatnonzero((occ2[:, 0::2].sum(1) == 2) & (occ2[:, 1::2].sum(1) == 2))
H4 = H4[np.ix_(keep, keep)]
r4 = occ2[keep, 4:].sum(1)
E4_fci = lowest(H4, r4 >= 0)[0]
E4_ci = lowest(H4, r4 <= 2)[0]
H44 = np.kron(H4, np.eye(len(H4))) + np.kron(np.eye(len(H4)), H4)
ra, rb = np.repeat(r4, len(r4)), np.tile(r4, len(r4))
E44_ci = lowest(H44, ra + rb <= 2)[0]
E44_prod = lowest(H44, (ra <= 2) & (rb <= 2))[0]
assert E4_ci > E4_fci + 1e-6 and E44_ci > 2 * E4_ci + 1e-6
assert abs(E44_prod - 2 * E4_ci) < 1e-9

# Lowered fragment B: another division of the electrons wins
shift = -3.0
hb = h + shift * np.eye(2)
HB, _ = fock_hamiltonian(hb, U, C)
Hct, _ = fock_hamiltonian(block_diag(h, hb), U, block_diag(C, C))
sums = [lowest(H1, occ1.sum(1) == n)[0] + lowest(HB, occ1.sum(1) == 4 - n)[0]
        for n in range(5)]
E_ct = lowest(Hct, four)[0]
assert abs(E_ct - min(sums)) < 1e-11 and E_ct < sums[2] - 0.1

# Coulomb coupling of neutral collinear fragments; e^2 in Gaussian form, eV angstrom
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
spacing = 1.0
distances, interaction = (20.0, 40.0), []
for R in distances:
    H_R = H2.copy()
    for i, xi in enumerate((-spacing / 2, spacing / 2)):
        for j, xj in enumerate((R - spacing / 2, R + spacing / 2)):
            H_R += e2 / (xj - xi) * ((n_site[i] - np.eye(256))
                                    @ (n_site[2 + j] - np.eye(256)))
    interaction.append(lowest(H_R, four)[0] - 2 * E1)
decay = interaction[0] / interaction[1]
assert interaction[0] < 0 and abs(decay / 2**6 - 1) < 0.02

to_kj = const.e * const.N_A / 1000
print(f"Hopping t = {t:.1f} eV; repulsion U = {U:.1f} eV")
print(f"Delta = {Delta:.1f} eV; coupling K = {K:.1f} eV")
print(f"Fragment reference energy = {E_ref1:.6f} eV")
print(f"Fragment full CI energy = {E1:.6f} eV")
print(f"Fragment correlation energy = {E1 - E_ref1:.6f} eV")
print(f"Fragment amplitude c of D = {psi1[3] / psi1[12]:.6f} (no unit)")
print(f"Dimer determinants: full CI {four.sum()}, CISD {cisd.sum()}")
print(f"Dimer triples {(four & (rank == 3)).sum()}, of which local SD {SD.sum()}")
print(f"Dimer quadruples {(four & (rank == 4)).sum()}")
print(f"Dimer reference energy = {E_ref2:.6f} eV")
print(f"Dimer full CI energy = {E_fci:.6f} eV")
print(f"Twice fragment full CI energy = {2 * E1:.6f} eV")
print(f"Overlap of product and dimer full CI states = {overlap:.10f}")
print(f"Dimer full CI correlation energy = {E_fci - E_ref2:.6f} eV")
print(f"Amplitude of D_A D_B in full CI = {psi2[dd] / psi2[ref]:.6f} (no unit)")
print(f"Weight of D_A D_B in full CI = {psi2[dd]**2:.6f} (no unit)")
print(f"Dimer CISD energy = {E_ci:.6f} eV")
print(f"Dimer CISD correlation energy = {E_ci - E_ref2:.6f} eV")
print(f"Amplitude of D_A in dimer CISD = {c_ci:.6f} (no unit)")
print(f"CISD size-consistency error = {error:.6f} eV = {error * to_kj:.4f} kJ/mol")
print(f"Dimer CISD plus D_A D_B energy = {E_restored:.6f} eV")
print(f"D_A equation: energy term {lhs:.6f} eV, D_A D_B term {term_dd:.6f} eV")
print(f"Weak case U = {U_weak:.1f} eV: error = {error_weak * 1e6:.4f} micro-eV")
print(f"Weak case K^4/(4 Delta^3) = {law_weak * 1e6:.4f} micro-eV")
print(f"Unequal sites, level difference = {v:.1f} eV")
print(f"Unequal: twice fragment full CI = {2 * Ev1:.6f} eV")
print(f"Unequal: dimer full CI = {Ev_fci:.6f} eV")
print(f"Unequal: CISD error = {(Ev_ci - Ev_fci) * 1e3:.5f} meV")
print(f"Unequal: error with D_A D_B added = {(Ev_dd - Ev_fci) * 1e3:.5f} meV")
print(f"Unequal: error with SD also added = {abs(Ev_all - Ev_fci) * 1e3:.5f} meV")
print(f"Unequal: full CI weights SD {weight_SD:.3e}, DD {weight_DD:.3e}")
print(f"Four-site fragment: full CI = {E4_fci:.6f} eV, CISD = {E4_ci:.6f} eV")
print(f"Four-site: twice fragment CISD = {2 * E4_ci:.6f} eV")
print(f"Four-site: dimer CISD = {E44_ci:.6f} eV")
print(f"Four-site: dimer CISD error = {E44_ci - 2 * E4_ci:.6f} eV")
print(f"Charge-transfer case: levels of B shifted by {shift:.1f} eV")
for n, total in enumerate(sums):
    print(f"  {n} electrons on A, {4 - n} on B: energy sum = {total:.6f} eV")
print(f"Charge-transfer case: dimer full CI = {E_ct:.6f} eV")
print(f"Coulomb coupling: e^2 = {e2:.4f} eV angstrom; spacing {spacing:.1f} angstrom")
for R, value in zip(distances, interaction):
    print(f"  R = {R:.0f} angstrom: interaction energy = {value * 1e6:.6f} micro-eV")
print(f"Ratio of the two interaction energies = {decay:.2f} (no unit)")
print("success")
```

Printed output:

```
Hopping t = 1.0 eV; repulsion U = 2.0 eV
Delta = 2.0 eV; coupling K = 1.0 eV
Fragment reference energy = -1.000000 eV
Fragment full CI energy = -1.236068 eV
Fragment correlation energy = -0.236068 eV
Fragment amplitude c of D = -0.236068 (no unit)
Dimer determinants: full CI 70, CISD 53
Dimer triples 16, of which local SD 8
Dimer quadruples 1
Dimer reference energy = -2.000000 eV
Dimer full CI energy = -2.472136 eV
Twice fragment full CI energy = -2.472136 eV
Overlap of product and dimer full CI states = 1.0000000000
Dimer full CI correlation energy = -0.472136 eV
Amplitude of D_A D_B in full CI = 0.055728 (no unit)
Weight of D_A D_B in full CI = 0.002786 (no unit)
Dimer CISD energy = -2.449490 eV
Dimer CISD correlation energy = -0.449490 eV
Amplitude of D_A in dimer CISD = -0.224745 (no unit)
CISD size-consistency error = 0.022646 eV = 2.1850 kJ/mol
Dimer CISD plus D_A D_B energy = -2.472136 eV
D_A equation: energy term 0.111456 eV, D_A D_B term 0.055728 eV
Weak case U = 0.2 eV: error = 3.1133 micro-eV
Weak case K^4/(4 Delta^3) = 3.1250 micro-eV
Unequal sites, level difference = 2.0 eV
Unequal: twice fragment full CI = -3.207751 eV
Unequal: dimer full CI = -3.207751 eV
Unequal: CISD error = 5.88122 meV
Unequal: error with D_A D_B added = 1.11480 meV
Unequal: error with SD also added = 0.00000 meV
Unequal: full CI weights SD 1.430e-04, DD 5.215e-04
Four-site fragment: full CI = -2.875943 eV, CISD = -2.860040 eV
Four-site: twice fragment CISD = -5.720080 eV
Four-site: dimer CISD = -5.659189 eV
Four-site: dimer CISD error = 0.060891 eV
Charge-transfer case: levels of B shifted by -3.0 eV
  0 electrons on A, 4 on B: energy sum = -8.000000 eV
  1 electrons on A, 3 on B: energy sum = -9.000000 eV
  2 electrons on A, 2 on B: energy sum = -8.472136 eV
  3 electrons on A, 1 on B: energy sum = -3.000000 eV
  4 electrons on A, 0 on B: energy sum = 4.000000 eV
Charge-transfer case: dimer full CI = -9.000000 eV
Coulomb coupling: e^2 = 14.3996 eV angstrom; spacing 1.0 angstrom
  R = 20 angstrom: interaction energy = -0.153732 micro-eV
  R = 40 angstrom: interaction energy = -0.002393 micro-eV
Ratio of the two interaction energies = 64.24 (no unit)
success
```
